# Does Heating Turn a Perpendicular Magnetic Film In-Plane?

## Problem

A wide ferromagnetic film of thickness $t$ is uniformly magnetized. Its reduced magnetization $m(T)=M(T)/M_0$ falls continuously and strictly from 1 at $T=0$ to 0 at the Curie temperature. The two faces together supply an interface anisotropy energy $K_s\sin^2\theta$ per unit area, where $\theta$ is the angle between the magnetization and the film normal. At $T=0$, $K_s=K_0>0$; on heating, $K_s=K_0m^3$. There is no other crystalline anisotropy and no applied field.

The film is perpendicular at $T=0$. Does its easy direction change on heating, and if so, at what value of $m$? Evaluate the answer for $M_0=1200$ kA/m, $K_0=1.30$ mJ/m², $t=1.15$ nm and $m=1-(T/T_0)^{3/2}$ with $T_0=1100$ K.

## A tempting solution

The interface favours the normal, and the shape energy favours the plane. The shape energy is proportional to $M^2$, so heating weakens it. The interface anisotropy is a property of the interface, with the value $K_0$. The energy difference between the in-plane and perpendicular states, per unit area, is therefore

$$K_A^{\text{wrong}}=K_0-\tfrac12\mu_0M_0^2m^2t .$$

This is positive at $T=0$ and grows as $m$ falls. Heating makes the film more firmly perpendicular, and it never reorients.

## The fault

The shape term is right. The fault is to hold $K_s$ at $K_0$ while $M$ varies. Anisotropy is felt by individual moments, and thermal disorder averages it as well. The problem states the outcome, $K_s=K_0m^3$. Both competitors weaken, so what matters is which weakens faster.

## The right solution

**Shape energy.** For a wide film the normal component of $\mathbf B$ is continuous and the field outside vanishes. Hence $\mu_0(H_n+M\cos\theta)=0$ inside, so $H_n=-M\cos\theta$. The magnetostatic self-energy density is $-\tfrac12\mu_0\mathbf M\cdot\mathbf H$, the factor one half preventing each pair of moments from being counted twice. Multiplying by $t$ gives $\tfrac12\mu_0M_0^2m^2t\cos^2\theta$ per unit area.

**Total energy.** Adding the interface term and using $\cos^2\theta=1-\sin^2\theta$,

$$E=K_0m^3\sin^2\theta+\tfrac12\mu_0M_0^2m^2t\cos^2\theta
=\text{const}+K_A\sin^2\theta,$$

$$K_A=K_0m^3-\tfrac12\mu_0M_0^2m^2t .$$

For $K_A>0$ the minimum is at $\theta=0$ (perpendicular); for $K_A<0$ it is at $\theta=90^\circ$ (in-plane).

**Critical thickness.** At $T=0$, $m=1$, and $K_A$ vanishes at

$$t_c=\frac{2K_0}{\mu_0M_0^2}.$$

Since the film is perpendicular at $T=0$, $t<t_c$.

**Reorientation.** The definition of $t_c$ gives $\tfrac12\mu_0M_0^2=K_0/t_c$. Substituting,

$$K_A=K_0m^3-K_0m^2\frac{t}{t_c}=K_0m^2\left(m-\frac{t}{t_c}\right).$$

The factor $m^2$ vanishes at the Curie point, where there is no magnetization left to turn. Below it, the sign of $K_A$ is that of the bracket, so the easy direction changes at

$$\boxed{m(T_R)=\frac{t}{t_c}}$$

Because $m$ falls continuously from 1 to 0, it passes through $t/t_c$ once. Comparing uniform states, the film is perpendicular below $T_R$ and in-plane above it. Equivalently, the critical thickness at temperature $T$ is $t_c\,m(T)$, and it shrinks on heating until it meets the actual thickness.

As $t\to t_c$ the reorientation moves to $T=0$; as $t\to0$ it moves to the Curie point. For $t>t_c$ the bracket is negative at every temperature, and the film is never perpendicular.

The shape of $m(T)$ did not enter. As a test, the energy was minimized over angle, and the switching temperature located by bisection, for the given $m(T)$ and for the mean-field curve $m=\tanh(mT_0/T)$, at $t/t_c=0.3$, 0.5, 0.8 and 0.95. In all eight cases $m$ at the switch agreed with $t/t_c$ to within $10^{-15}$.

**Role of the exponent.** If $K_s=K_0m^p$, the same steps give $K_A=K_0m^2(m^{p-2}-t/t_c)$. For $p>2$ the film reorients at $m=(t/t_c)^{1/(p-2)}$. For $p\le2$, $m^{p-2}\ge1>t/t_c$, and a film that starts perpendicular stays so. The tempting solution is the case $p=0$.

## Numbers

The critical thickness is

$$t_c=\frac{2(1.30\times10^{-3}\ \text{J/m}^2)}{(4\pi\times10^{-7}\ \text{T m/A})(1.2\times10^6\ \text{A/m})^2}=1.437\ \text{nm},$$

so $m(T_R)=1.15/1.437=0.800$. Inverting $m=1-(T/T_0)^{3/2}$,

$$T_R=T_0\left(1-\frac{t}{t_c}\right)^{2/3}=1100\,(0.1996)^{2/3}\ \text{K}=376\ \text{K}\approx103\ ^\circ\text{C}.$$

At 300 K, $m=0.8576$ and $K_A=1.30(0.8576)^2(0.8576-0.8004)=+0.055$ mJ/m². At 398 K, $m=0.7824$ and $K_A=-0.014$ mJ/m²: the film is in-plane. The tempting formula would give $1.30[1-0.8004(0.7824)^2]\approx+0.66$ mJ/m² there, wrong in sign and far too large.

$K_A$ is a small difference of larger terms, so $T_R$ is sensitive to thickness. Differentiating the formula for $T_R$,

$$\frac{dT_R}{T_R}=-\frac23\,\frac{d(t/t_c)}{1-t/t_c},$$

and the denominator is only 0.20. With the other parameters fixed, $t=1.10$ nm gives 418 K and $t=1.20$ nm gives 331 K.

## Where the cube comes from, and where it fails

A simple model of localized moments gives the cube law; metallic films can follow other exponents. Consider classical moments, each with a uniaxial energy much smaller than $k_B$ times the Curie temperature, in a mean field along the magnetization. Let $u$ be the cosine of a moment's angle from the mean direction, with Boltzmann weight $e^{xu}$. Averaging over azimuth multiplies the anisotropy by $\langle P_2(u)\rangle$, where $P_2=(3u^2-1)/2$. The magnetization is $m=\langle u\rangle=\coth x-1/x$. Integration by parts gives $\langle u^2\rangle=1-2m/x$, so

$$\frac{K_s}{K_0}=\langle P_2\rangle=1-\frac{3m}{x}.$$

At low temperature $x$ is large and $m\approx1-1/x$. Then $K_s/K_0\approx1-3/x\approx m^3$, which is the cube law. Near the Curie point $x$ is small and $m\approx x/3-x^3/45$. Then $K_s/K_0\approx x^2/15=\tfrac35m^2$, which has the same power as the shape energy.

In this model reorientation requires $\langle P_2\rangle/m^2=t/t_c$. Evaluated for $x$ from 0.1 to 60, the left side rises steadily from its small-$x$ value of 3/5. Films with $t/t_c<3/5$ therefore stay perpendicular up to the Curie point, contrary to the cube law. Our film, at 0.80, still reorients, but at $m=0.785$. The $m(T)$ assumed in the problem places this at 395 K instead of 376 K; the mean-field model's own $m(T)$ would give different temperatures.

## What happens close to $T_R$

**Canting.** At $T_R$ the energy does not depend on angle, so the model predicts a sudden 90° turn. A small further term $B\sin^4\theta$ then decides the outcome. With $s=\sin^2\theta$, $E=K_As+Bs^2$, and $dE/ds=0$ gives $s=-K_A/(2B)$. For $B>0$ the magnetization tilts continuously, from $s=0$ at $K_A=0$ to $s=1$ at $K_A=-2B$. With an assumed constant $B=0.010$ mJ/m², the turn starts at 376 K and ends at 407 K.

**Domains.** The result compares uniform states, but a perpendicular film can lower its energy by splitting into up and down stripes. A wall costs $\int(A\theta'^2+K\sin^2\theta)\,dx$ per unit area, with $A$ the exchange stiffness and $K=K_A/t$. The minimizing profile has $A\theta'^2=K\sin^2\theta$, so the cost is

$$\sigma=2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK}.$$

The slope at the wall centre is $\sqrt{K/A}$, which defines a wall width $\pi\sqrt{A/K}$.

For stripes of width $D$, the odd harmonics $n$ of the square wave carry weights $8/(\pi^2n^2)$. For a harmonic with wavenumber $k=n\pi/D$, the shape energy is multiplied by $(1-e^{-kt})/(kt)\approx1-kt/2$ when $kt\ll1$. The 1 is the local shape energy already counted in $K_A$. The rest lowers the energy per area by

$$\tfrac12\mu_0M^2t\sum_{n\,\text{odd}}\frac{8}{\pi^2n^2}\,\frac{n\pi t}{2D}=\frac{2\mu_0M^2t^2}{\pi D}\sum_{n\,\text{odd}}\frac1n .$$

The walls, of width $w=\pi\sqrt{A/K}$, are here much wider than the film is thick. They smooth away the harmonics with $n$ above about $D/w$, so the sum is $\tfrac12[\ln(D/w)+c]$ with $c$ a constant of order one ($c\approx1.13$ for the wall profile above). The energy per area relative to the uniform state is then

$$g=\frac{\sigma t}{D}-\frac{\mu_0M^2t^2}{\pi D}\left[\ln\frac{D}{w}+c\right].$$

Setting $dg/dD=0$ makes the bracket equal to $1+\pi\sigma/(\mu_0M^2t)$, hence

$$D=w\exp\left(\frac{\pi\sigma}{\mu_0M^2t}+1-c\right),\qquad g=-\frac{\mu_0M^2t^2}{\pi D}<0 .$$

This holds for $t\ll w\ll D$. Taking $A=15m^2$ pJ/m, these formulas give $w=48$ nm and $\pi\sigma/(\mu_0M^2t)=5.9$ at 300 K, so the stripe width is about 16 µm. The formula for $w$ leaves out the non-local part of the stray field, which narrows the wall to about 40 nm but changes the stripe width by less than a tenth. In a film much wider than that, the uniform state is thus not the lowest one even at 300 K, though it may persist if domains fail to nucleate. On heating, $K_A$ and with it the exponent fall towards zero, the stripes narrow and the walls widen. Close to $T_R$ the two widths become comparable and the estimate breaks down. (The stripe widths in the numerical output, and the temperature at which they equal the wall width, assume walls thinner than the film and do not apply here.) In an extended film $T_R$ therefore marks the sign change of $K_A$, not a guaranteed clean switch between uniform states. Above $T_R$, with $B=0$, a small out-of-plane ripple of the in-plane state, with wavenumber $k$ across the magnetization, costs energy in proportion to $-K_A+Atk^2-\tfrac14\mu_0M^2t^2k$. Minimizing over $k$, this is positive only when $-K_A>\mu_0^2M^4t^3/(64A)\approx0.003$ mJ/m². With the values used here, the uniform in-plane state therefore becomes stable against stripes only at about 381 K, some 5 K above $T_R$.

## Comparison with memory devices

The parameters are round values in the rough range of free layers in perpendicular magnetic tunnel junctions: magnetization near 1 MA/m, interface anisotropy near 1 mJ/m² and thickness between 1 and 2 nm. The form of $m(T)$ and the value of $T_0$ are assumptions; at fixed $t/t_c$, $T_R$ is proportional to $T_0$.

The shape term also treats the film as a continuum, although it is only about eight atomic layers thick. For eight layers of a bcc (001) crystal with iron's spacing, a sum over point dipoles gives 0.947 of the continuum value. With $K_0$ unchanged, this would move $T_R$ from 376 K to 427 K. If $K_0$ was measured by subtracting the continuum shape term, it already contains the correction at $T=0$, and the shift is smaller.

A device breaks the wide-film assumption. In a round pillar the demagnetizing factors satisfy $N_z+2N_x=1$, so the shape term is multiplied by $N_z-N_x=(3N_z-1)/2$. For a diameter of 40 nm, numerical evaluation gives $N_z=0.919$ and a multiplier of 0.878. The condition becomes $m=0.878\times0.800=0.703$, which raises $T_R$ from 376 K to 490 K. The barrier to uniform rotation at 300 K is then about $45\,k_BT$. Uniform rotation is not the easiest path, however: with the exchange stiffness used above, a micromagnetic calculation of the non-uniform, wall-like saddle state gives about $40\,k_BT$, uncertain by roughly $1\,k_BT$ from the mesh. The simple estimate $\sigma t$ times the diameter gives $53\,k_BT$ and does not apply, because the wall width, about 29 nm in the pillar, is comparable to the diameter.

The exponent matters too. For the wide film with $p=2.5$, reorientation needs $m=(0.800)^2=0.64$, reached at 556 K, which is 180 K above the cube-law value. The figure of 376 K thus belongs to this film with this law; predicting a device temperature requires at least its own $K_s(T)$, $M(T)$, thickness and lateral size. The remaining values are in the numerical output.

## Calculated quantities

```
INPUTS (round model values)
magnetization at T=0, M0 = 1200 kA/m
interface anisotropy at T=0, K0 = 1.30 mJ/m^2
film thickness t = 1.15 nm
temperature scale T0 = 1100 K
MAIN RESULT
critical thickness t_c = 1.4368 nm
t/t_c = m at reorientation = 0.8004
reorientation temperature T_R = 375.7 K = 102.6 C
largest |m - t/t_c| in 8 energy searches = 8.9e-16
TEMPERATURES OF USE: m and areal anisotropy K_A
T = 300 K: m = 0.8576, K_A = +0.0547 mJ/m^2
T = 358 K: m = 0.8143, K_A = +0.0120 mJ/m^2
T = 398 K: m = 0.7824, K_A = -0.0143 mJ/m^2
in-plane saturation field at 300 K = 92.4 mT
THICKNESS SENSITIVITY
t = 1.10 nm: T_R = 418.2 K
t = 1.20 nm: T_R = 330.7 K
OTHER ANISOTROPY LAWS
exponent 2.5: m_R = 0.6406, T_R = 556.0 K
single-ion exponent near m = 1: 2.999
single-ion anisotropy / m^2 near m = 0: 0.6001
full single-ion law: m_R = 0.7849, T_R = 394.8 K
FOURTH-ORDER TERM
coefficient B = 0.010 mJ/m^2 (input)
canting ends at 407.2 K, range = 31.5 K
STRIPE DOMAINS
exchange stiffness at T=0 = 15 pJ/m (input)
wall width at 300 K = 47.9 nm
stripe width at 300 K = 419 nm
stripe width equals wall width at 340.1 K
common width there = 68.7 nm
FINITE PILLAR
diameter = 40 nm (input)
normal demagnetizing factor N_z = 0.9188
shape factor (3 N_z - 1)/2 = 0.8782
pillar: m_R = 0.7029, T_R = 489.8 K
uniform-rotation barrier at 300 K = 44.9 k_B T
```
